# Spherical Coulomb truncation for a density confined to a cube

**The setting.** A charge density $n(\mathbf r)$ vanishes outside an open cube of side $L$ centred at the origin. Its electrostatic potential with open boundaries is

$$V(\mathbf r)=\int d^3r'\,\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}.$$

A plane-wave program places this density in a periodic cubic cell of side $A\ge L$ and volume $\Omega=A^3$. To suppress the interaction between periodic copies, it replaces $1/r$ by the cut interaction

$$v_R(r)=\begin{cases}1/r, & r<R,\\ 0, & r\ge R.\end{cases}$$

The algebra is in atomic units. Numbers are in eV and Å: an inverse length in Å$^{-1}$, multiplied by $e^2/4\pi\varepsilon_0=14.39965$ eV Å, gives the interaction energy of two unit charges. "Potential" below means the potential energy of a positive unit test charge. No neutralizing background is added, and reciprocal sums are taken as converged.

## Part (a): the kernel in reciprocal space

**Question.** Find the Fourier transform of $v_R$, including its value at $\mathbf G=0$.

**Answer.** With the convention $f(\mathbf G)=\int d^3r\,e^{-i\mathbf G\cdot\mathbf r}f(\mathbf r)$, take the polar axis along $\mathbf G$ and set $u=\cos\theta$. The angular integral is

$$2\pi\int_{-1}^{1}e^{-iGru}\,du=4\pi\,\frac{\sin Gr}{Gr}.$$

The volume element supplies $r^2$ and the interaction $1/r$, so all powers of $r$ cancel:

$$v_R(G)=\int_0^R 4\pi r^2\,\frac1r\,\frac{\sin Gr}{Gr}\,dr=\frac{4\pi}{G}\int_0^R\sin Gr\,dr=\frac{4\pi}{G^2}\,(1-\cos GR).$$

For small $G$, $1-\cos GR\approx G^2R^2/2$, hence

$$v_R(0)=2\pi R^2 .$$

This is finite, whereas the transform $4\pi/G^2$ of the uncut interaction diverges. A charged cell therefore needs no background to make the sum meaningful.

## Part (b): what the periodic calculation computes

**Question.** The program evaluates

$$V_{\rm per}(\mathbf r)=\frac1\Omega\sum_{\mathbf G}v_R(G)\,n(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.$$

Write this as a real-space integral over the original density. State what the resulting kernel must satisfy if $V_{\rm per}=V$ is to hold throughout the cube.

**Answer.** The repeated density $n_{\rm per}(\mathbf r)=\sum_{\mathbf m}n(\mathbf r-\mathbf mA)$, with $\mathbf m$ running over integer vectors, has the Fourier series

$$n_{\rm per}(\mathbf r)=\frac1\Omega\sum_{\mathbf G}n(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.$$

The coefficient is an integral of $n_{\rm per}$ over one cell, and the pieces from all copies join into the integral of $n$ over all space. Convolving a plane wave with $v_R$ multiplies it by $v_R(G)$:

$$\int d^3r'\,v_R(|\mathbf r-\mathbf r'|)\,e^{i\mathbf G\cdot\mathbf r'}=v_R(G)\,e^{i\mathbf G\cdot\mathbf r}.$$

So $V_{\rm per}$ is the convolution of $v_R$ with $n_{\rm per}$. Inserting the sum over copies and shifting the integration variable in each term gives

$$V_{\rm per}(\mathbf r)=\int d^3r'\,K(\mathbf r-\mathbf r')\,n(\mathbf r'),\qquad K(\mathbf d)=\sum_{\mathbf m}v_R(|\mathbf d+\mathbf mA|).$$

The sign of $\mathbf m$ was reversed, which is allowed because the sum contains both signs. The sum has finitely many nonzero terms because $R$ is finite. The term $\mathbf m=0$ is the direct interaction; the others come from images.

For $\mathbf r$ and $\mathbf r'$ in the cube, each component of $\mathbf d=\mathbf r-\mathbf r'$ lies between $-L$ and $L$. Every such $\mathbf d$ occurs, for instance with $\mathbf r=\mathbf d/2$ and $\mathbf r'=-\mathbf d/2$. The differences therefore fill the doubled cube $D=(-L,L)^3$. A sufficient condition for $V_{\rm per}=V$ is

$$K(\mathbf d)=\frac1{|\mathbf d|}\quad\text{for all }\mathbf d\in D .$$

It is also necessary, apart from isolated surfaces, if the potential is to be right for every density in the cube. Suppose $K$ differs from $1/|\mathbf d|$ on an open region of $D$. Away from the spheres where terms switch on or off, the difference is continuous, so it keeps one sign near some $\mathbf d_0$. A narrow positive density around $-\mathbf d_0/2$ then produces a wrong potential near $\mathbf d_0/2$.

## Part (c): the radius and the cell

**Question.** Find all pairs $(R,A)$ that meet this requirement, and the smallest cell. Can images make up for a radius that is too short?

**Answer.** *The radius.* The length $|\mathbf d|$ approaches $\sqrt3\,L$, the body diagonal of the original cube, as $\mathbf d$ approaches a corner of $D$. If $R<\sqrt3\,L$, there is an open region of $D$ with $|\mathbf d|>R$, where the direct term is zero. Any image term present there has $|\mathbf d+\mathbf mA|<R$, and so

$$\frac1{|\mathbf d+\mathbf mA|}>\frac1R>\frac1{|\mathbf d|}.$$

Thus $K(\mathbf d)$ is either zero or larger than $1/|\mathbf d|$. It cannot equal the required value, whatever the cell. Images cannot repair the kernel, and

$$R\ge\sqrt3\,L$$

is necessary. When it holds, the direct term equals $1/|\mathbf d|$ everywhere in $D$.

*The cell.* All image terms are non-negative, so each must now vanish separately. For $\mathbf m\ne0$, choose a component with $m_i\ne0$. Then

$$|\mathbf d+\mathbf mA|\ge|d_i+m_iA|\ge|m_i|A-|d_i|>A-L .$$

If $A-L\ge R$, no image enters. The bound is approached by $\mathbf d=(-t,0,0)$, $\mathbf m=(1,0,0)$ and $t\to L$, where the image distance is $A-t$. If $A-L<R$, an image therefore enters on an open region. The two conditions are

$$R\ge\sqrt3\,L,\qquad A\ge L+R .$$

Together they are necessary and sufficient, and the smallest cell is

$$R=\sqrt3\,L,\qquad A=(1+\sqrt3)\,L .$$

The radius is set by opposite corners of one cube. The cell is set by facing sides of neighbouring copies, whose gap $A-L$ must be at least $R$. A larger cell permits any radius from $\sqrt3\,L$ to $A-L$; a radius above $A-L$ is as wrong as a cell that is too small.

For $L=10$ Å the result is $R=17.321$ Å (32.731 bohr) and $A=27.321$ Å (51.628 bohr). The choice $R=A/2$ must satisfy $A/2\ge\sqrt3\,L$, so it needs $A\ge2\sqrt3\,L=34.641$ Å. It is safe but larger than necessary.

In a direct evaluation of $K$ on a grid of differences for 41 pairs $(R,A)$, 6 pairs reproduced $1/|\mathbf d|$. They were the pairs that satisfy both conditions.

## Part (d): a Gaussian with a cut interaction

**Question.** A Gaussian charge $q$ of width $\sigma$ is centred in the cube:

$$n(\mathbf r)=\frac{q}{(2\pi\sigma^2)^{3/2}}\,e^{-r^2/2\sigma^2}.$$

Find its potential and electrostatic energy in the periodic calculation. What relative energy error does the finite radius cause when images are absent?

**Answer.** Both quantities are averages of $v_R(t)$ over a vector $\mathbf t$ with a normalized Gaussian distribution of width $s$ centred at some $\mathbf b$. Call the average $W_s(b)$. With $u$ the cosine of the angle between $\mathbf t$ and $\mathbf b$, the angular integral is

$$2\pi\int_{-1}^{1}e^{tbu/s^2}du=\frac{2\pi s^2}{tb}\left(e^{tb/s^2}-e^{-tb/s^2}\right).$$

Multiply by $t^2\cdot(1/t)$ and by $(2\pi s^2)^{-3/2}e^{-(t^2+b^2)/2s^2}$, then complete the squares:

$$W_s(b)=\frac1{b\,s\sqrt{2\pi}}\int_0^R\left[e^{-(t-b)^2/2s^2}-e^{-(t+b)^2/2s^2}\right]dt .$$

The two integrals are

$$s\sqrt{\tfrac\pi2}\left[\operatorname{erf}\frac{R-b}{\sqrt2\,s}+\operatorname{erf}\frac{b}{\sqrt2\,s}\right]\quad\text{and}\quad s\sqrt{\tfrac\pi2}\left[\operatorname{erf}\frac{R+b}{\sqrt2\,s}-\operatorname{erf}\frac{b}{\sqrt2\,s}\right].$$

Their difference, with the prefactor, gives

$$W_s(b)=\frac1{2b}\left[2\operatorname{erf}\frac{b}{\sqrt2\,s}+\operatorname{erf}\frac{R-b}{\sqrt2\,s}-\operatorname{erf}\frac{R+b}{\sqrt2\,s}\right].$$

For $R\to\infty$ the last two terms cancel and $W_s(b)=\operatorname{erf}(b/\sqrt2 s)/b$. At $b=0$ the average is done directly:

$$W_s(0)=\frac{4\pi}{(2\pi s^2)^{3/2}}\int_0^R t\,e^{-t^2/2s^2}dt=\sqrt{\frac2\pi}\,\frac1s\left(1-e^{-R^2/2s^2}\right).$$

*Potential.* The observation point $\mathbf r$ is fixed and the source point is Gaussian. Their difference has width $s=\sigma$ and centre $\mathbf r$, so

$$V_{\rm per}(\mathbf r)=q\sum_{\mathbf m}W_\sigma(|\mathbf r+\mathbf mA|).$$

*Energy.* In $E=\tfrac12\int nV$ both points are Gaussian and independent. Their variances add, so $s=\sqrt2\,\sigma$ and

$$E_{\rm per}=\frac{q^2}2\sum_{\mathbf m}W_{\sqrt2\sigma}(|\mathbf m|A).$$

The term $\mathbf m=0$ is

$$\frac{q^2}{2\sqrt\pi\,\sigma}\left(1-e^{-R^2/4\sigma^2}\right).$$

The open-boundary energy is $E=q^2/(2\sqrt\pi\,\sigma)$, and the error from the radius alone, relative to it, is

$$\frac{\Delta E}{E}=-e^{-R^2/4\sigma^2}.$$

It is negative because repulsive pairs are dropped. Images contribute positive terms.

A Gaussian has tails, so it does not strictly satisfy the confinement assumption. For $L=10$ Å and $\sigma=1$ Å, a fraction $1.7\times10^{-6}$ of the charge lies outside the cube. The conditions of part (c) then hold up to a small tail error.

## Part (e): a radius that is too short

**Question.** Take $L=10$ Å, $\sigma=1$ Å and $q=1$. Keep $A=27.321$ Å and reduce $R$. Does the energy reveal the violation?

**Answer.** The open-boundary references are

$$E=\frac{14.39965}{2\sqrt\pi\times1.0}\ \text{eV}=4.062065\ \text{eV}=0.149278\ \text{hartree},$$

and, at a cube corner a distance $\sqrt3\,L/2=8.660$ Å from the centre, $V=1.662728$ eV. With the minimal radius and cell, the energy agrees to all digits given and the corner potential is off by $1.0\times10^{-9}$ eV.

Errors for shorter radii, calculated minus open-boundary value:

| $R$ (Å) | energy (eV) | corner potential (eV) |
|---|---|---|
| 12 | below resolution | $-7.0\times10^{-4}$ |
| 10 | $-5.6\times10^{-11}$ | $-0.150$ |
| 8 | $-4.6\times10^{-7}$ | $-1.24$ |
| 6 | $-5.0\times10^{-4}$ | $-1.66$ |
| 4 | $-0.074$ | $-1.66$ |

The energy column follows the law of part (d). At $R=6$ Å, for example,

$$-4.062\,e^{-36/4}\ \text{eV}=-4.062\times1.234\times10^{-4}\ \text{eV}=-5.01\times10^{-4}\ \text{eV}.$$

At $R=12$ Å the law predicts about $-10^{-15}$ eV, about the spacing of double-precision numbers near 4 eV. The computed difference is $-2.4\times10^{-14}$ eV, far below the $5\times10^{-12}$ eV to which the law is tested, so this entry does not resolve it.

The energy is a poor detector here. It weights the potential with the density, which is concentrated near the centre, and distances between charge elements are governed by the width $\sqrt2\,\sigma=1.41$ Å. The corner potential depends on a larger distance. At $R=L=10$ Å the cut lies only 1.34 Å beyond the centre of charge as seen from the corner, and it removes part of the Gaussian. The potential is then 9% too small, although the energy is right to about one part in $10^{11}$. At 6 Å almost the whole charge is out of reach and the corner potential is nearly lost.

This does not contradict part (c). A centred Gaussian puts almost no charge in the corners, so its own energy does not need $R=\sqrt3\,L$. A pair of narrow Gaussians makes the need visible. Give each unit charge and width 0.25 Å, and place them near opposite corners, 1 Å inside the cube along each axis. Their separation is $\sqrt3\times8=13.856$ Å, and their open interaction energy is

$$\frac{14.39965}{13.856}\ \text{eV}=1.0392\ \text{eV}.$$

The minimal cell and radius reproduce this value. With $R=12$ Å the result is 0.0000 eV: the repulsion has disappeared. As the charges become narrower and move into the corners, their separation approaches $\sqrt3\,L$.

## Part (f): a cell that is too small

**Question.** Restore $R=17.321$ Å and reduce $A$. Where in the cube should the error be sought?

**Answer.** When the cell is only slightly too small, the error appears first near the face centres, because they come closest to the neighbouring images of the Gaussian. In still smaller cells several images reach the edges and corners, and the error can be larger there, so these places must be checked too. At a face centre the open potential is 2.879927 eV. The nearest image of the Gaussian is centred at a distance $A-L/2$. In the minimal cell this is 22.321 Å, which is 5 Å, or five widths, beyond the cut. The remaining tail gives an error of $1.8\times10^{-7}$ eV. Smaller cells give:

| $A$ (Å) | energy error (eV) | face potential error (eV) |
|---|---|---|
| 25 | $4.9\times10^{-8}$ | $0.0027$ |
| 22 | $9.2\times10^{-4}$ | $0.53$ |
| 20 | $0.063$ | $0.95$ |
| 18 | $0.76$ | $1.38$ |
| 15 | $2.75$ | $5.61$ |

All errors are positive, since images add repulsion. At $A=22$ Å the nearest image centre is 17 Å from the face centre and has just entered the sphere. The potential there is 18% too large, while the energy is wrong by only 0.02%. At $A=15$ Å the potential error exceeds the open potential itself: one image centre is 10 Å away and gives 1.44 eV, four more at $\sqrt{5^2+15^2}=15.8$ Å give 3.40 eV, and four at $\sqrt{10^2+15^2}=18.0$ Å, just beyond the cut and partly counted, give 0.77 eV.

The face centre is not always the worst place. At $A=20$ Å three image centres are $\sqrt{15^2+5^2+5^2}=16.6$ Å from a cube corner, inside the cut. The error there is 2.00 eV, about twice that at the face centre.

Two narrow unit charges near opposite faces give a sharper test. They lie on a line through the cube centre, 8 Å apart, and their open interaction is $14.39965/8=1.8000$ eV. The minimal cell reproduces it. For $A=25$ Å each charge also has an image of the other at $25-8=17$ Å, inside the cut. The image centre lies only 0.32 Å inside $R$, comparable to the pair width $\sqrt2\times0.25=0.35$ Å, so about 82% of the full $14.39965/17=0.847$ eV is counted. The calculated interaction becomes 2.4926 eV, which is 38% too large. At the same cell side, the energy error of the centred Gaussian was only $4.9\times10^{-8}$ eV.

## Part (g): can a correct energy be trusted?

**Question.** Suppose both conditions are violated and the energy is nevertheless right. Does it follow that the potential is right?

**Answer.** No. For a non-negative density, a short radius lowers the energy and images raise it, so the two errors can cancel. For the Gaussian with $R=6$ Å, the direct term is too low by $5.01\times10^{-4}$ eV. At $A=11.166$ Å the images supply the same amount, and the energy is 4.062065 eV, equal to the open value in all digits given. This cell still contains the cube, but it is far below $L+R=16$ Å.

The corner potential is wrong by $-1.6545$ eV, or 99.5% of its open value. The cancellation concerns one weighted average for one density. Part (c) showed that the kernel itself cannot be repaired in this way. Varying $R$ and $A$ separately exposes such a cancellation, but part (e) showed that a converged energy can still accompany a wrong potential. A convergence test should therefore include the potential near the edges of the region where it will be used.

## Part (h): is the large cell unavoidable?

**Question.** Replace the sphere by another cut, still using one periodic kernel for the whole cube. What is the smallest possible cell?

**Answer.** Any such kernel obeys $K(\mathbf d)=K(\mathbf d+\mathbf mA)$. If $A<2L$, choose $t$ with $A-L<t<L$ and $t\ne A/2$. Both $(t,0,0)$ and $(t-A,0,0)$ lie in $D$ and must have the same kernel value, but the required values $1/t$ and $1/(A-t)$ differ. Hence $A\ge2L$.

This bound can be reached. Keep $1/|\mathbf d|$ for $\mathbf d$ inside the cube $(-A/2,A/2)^3$ and repeat it periodically. With $A=2L$ this cube is $D$ itself, so every needed difference has its correct value. The increase of the cell side from $2L$ to $(1+\sqrt3)L$ is thus the price of a spherical cut, which must reach the corners of $D$ and therefore extends too far along the axes.

For the Gaussian with $A=20$ Å, a numerical cell-shaped cut on a grid of spacing 0.42 Å gave a largest potential error of $1.7\times10^{-8}$ eV over the grid points in the cube. This residue comes from the tail of the Gaussian, and its size depends on the grid; direct integration gives $2.5\times10^{-8}$ eV at a corner. A centred Gaussian is a weak probe of the bound $A\ge2L$: at $A=18$ Å its corner error is still only $3.7\times10^{-6}$ eV. As in parts (e) and (f), the bound matters for charges near opposite faces or corners. The spherical cut needs a cell volume larger by $(27.321/20)^3=2.549$. In return, it has the simple transform of part (a). The numerical check accompanying this exercise compares the reciprocal sums with the real-space formulas used above.

## Computed results

```
Coulomb constant: 14.39965 eV angstrom
cube side L: 10.0 angstrom; Gaussian width: 1.0 angstrom
charge outside cube: 1.7e-06 e
radius sqrt(3) L: 17.321 angstrom = 32.731 bohr
cell (1+sqrt(3)) L: 27.321 angstrom = 51.628 bohr
cell needed if R = A/2: 34.641 angstrom
kernel scan: 41 pairs (R, A), 6 exact, rule held in all
open energy: 4.062065 eV = 0.149278 hartree
energy in minimal cell: 4.062065 eV
open potential energy of unit charge, corner: 1.662728 eV
open potential energy of unit charge, face centre: 2.879927 eV
minimal cell, corner error: 1.0e-09 eV
minimal cell, face error: 1.8e-07 eV
Radius too short, A = (1+sqrt(3)) L: errors of energy and corner potential
  R = 12.0 angstrom: law -9.42e-16 eV, energy -2.40e-14 eV, corner -6.97e-04 eV
  R = 10.0 angstrom: law -5.64e-11 eV, energy -5.65e-11 eV, corner -1.50e-01 eV
  R = 8.0 angstrom: law -4.57e-07 eV, energy -4.57e-07 eV, corner -1.24e+00 eV
  R = 6.0 angstrom: law -5.01e-04 eV, energy -5.01e-04 eV, corner -1.66e+00 eV
  R = 4.0 angstrom: law -7.44e-02 eV, energy -7.44e-02 eV, corner -1.66e+00 eV
  R = 3.0 angstrom: law -4.28e-01 eV, energy -4.28e-01 eV, corner -1.66e+00 eV
Cell too small, R = sqrt(3) L: errors of energy and face potential
  A = 25.0 angstrom: energy 4.86e-08 eV, face 2.65e-03 eV
  A = 22.0 angstrom: energy 9.20e-04 eV, face 5.30e-01 eV
  A = 20.0 angstrom: energy 6.28e-02 eV, face 9.52e-01 eV
  A = 18.0 angstrom: energy 7.57e-01 eV, face 1.38e+00 eV
  A = 15.0 angstrom: energy 2.75e+00 eV, face 5.61e+00 eV
narrow pair: width 0.25 angstrom, inset 1.0 angstrom
  corner pair, distance 13.856 angstrom: open 1.0392 eV, minimal cell 1.0392 eV
    with A = 27.321, R = 12.000 angstrom: 0.0000 eV
  face pair, distance 8.000 angstrom: open 1.8000 eV, minimal cell 1.8000 eV
    with A = 25.000, R = 17.321 angstrom: 2.4926 eV
cancellation: R = 6.0 angstrom, A = 11.166 angstrom
  energy there: 4.062065 eV; corner error: -1.6545 eV
cell-shaped cut, A = 20.0 angstrom: largest potential error in cube 1.7e-08 eV
volume ratio, spherical to cell-shaped cut: 2.549
```
